How the k-grid error of a gapped two-band chain decays

A band energy is an integral over the Brillouin zone, and a calculation replaces it by an average over N grid points. Without a law for the error the raw numbers give little guidance. For the gapped chain treated below, with hopping t = 1 eV and gap 1 eV, the error is +1.2×10⁻² eV at N = 4 and −4.9×10⁻³ eV at N = 5, so it changes sign between neighbouring grids. At N = 8 it is +5.3×10⁻⁴ eV, and sliding the same eight points by a quarter of their spacing turns it into −3.4×10⁻⁶ eV. On unshifted grids the N⁻² law of the same chain without a gap asks for 1024 points (even N) or 725 points (odd N) to reach 10⁻⁶ eV, where 19 suffice. The bare guess t·e^(−hN), even with the correct rate h, gives 1.9×10⁻² eV at N = 8, about 36 times the true error. Rate, power, prefactor and sign all have to be derived.

**Entry 1. The chain and the quantity**

Cell j (length 1) holds a site A with energy +D and amplitude a_j, and a site B with energy −D and amplitude b_j. Neighbours are coupled by −t, the electrons do not interact, t > 0 and D ≥ 0. Site A_j lies between B_{j−1} and B_j, so with a_j = a e^(ikj), b_j = b e^(ikj),

H(k) = [[D, −t(1+e^(−ik))], [−t(1+e^(ik)), −D]].

In H² the off-diagonal elements cancel, because the diagonal entries of H are opposite, and both diagonal elements equal

E² = D² + t²(1+e^(−ik))(1+e^(ik)) = D² + 2t² + 2t² cos k = D² + 4t² cos²(k/2).

H is traceless with H² = E²·1, so the bands are ±E(k), with E ≥ 0 for real k. The gap is 2D, at k = π. With the lower band full, the energy per cell and per spin is

ε = −(1/2π) ∫₀^{2π} E(k) dk,
ε_N(θ) = −(1/N) Σ_{j=0}^{N−1} E(k_j), k_j = (2πj + θ)/N.

The k_j solve e^(ikN) = e^(iθ), so ε_N is also the energy per cell of a ring of N cells whose wavefunction gains e^(iθ) on one turn. Throughout, "error" means ε_N − ε.

**Entry 2. The simplest case: no gap**

At D = 0, E = 2t|cos(k/2)|, and ε = −(1/2π)·2t·∫_{−π}^{π} cos(k/2) dk = −4t/π. Take θ = 0 and N even. The terms |cos(πj/N)| have period N in j, so the shift j → j + N/2 turns them into sin(πj/N), j = 0…N−1. With α = π/N the geometric sum is

Σ e^(iαj) = (1 − e^(iπ))/(1 − e^(iα)) = 2/(−2i sin(α/2) e^(iα/2)) = i e^(−iα/2)/sin(α/2),

with imaginary part cot(α/2). Using cot y = 1/y − y/3 − …,

ε_N − ε = 4t/π − (2t/N) cot(π/2N) ≈ (2t/N)(π/6N) = πt/(3N²).

For t = 1 eV and N = 20 the closed form gives 2.6191×10⁻³ eV and the leading term 2.6180×10⁻³ eV. The program tests the closed form against diagonalized rings.

**Entry 3. The error is a sum of Fourier coefficients**

Write E(k) = Σ_n c_n e^(ink). E is real and even, so c_n is real and c_{−n} = c_n, and ε = −c_0. On the grid,

(1/N) Σ_j e^(ink_j) = e^(inθ/N) (1/N) Σ_j (e^(2πin/N))^j.

If N does not divide n, the geometric sum is (1 − e^(2πin))/(1 − e^(2πin/N)) = 0. If n = pN, each term is 1 and the phase is e^(ipθ). When Σ|c_n| converges the two sums may be exchanged, and pairing p with −p gives

ε_N − ε = −2 Σ_{p≥1} c_{pN} cos(pθ).   (1)

Check on D = 0. With 2cos(k/2)cos(nk) = cos((n+½)k) + cos((n−½)k) on (−π, π),

c_n = (t/π)[(−1)^n/(n+½) + (−1)^(n−1)/(n−½)] = (−1)^(n−1) t/[π(n² − ¼)].

These are absolutely summable. For even N all c_{pN} are negative, and (1) gives (2t/πN²) Σ 1/p² = (2t/πN²)(π²/6) = πt/3N² at leading order, as in Entry 2. The task for D > 0 is now the size of c_n at large n.

**Entry 4. Where the two bands touch**

Let D > 0 and z = e^(ik), so E² = D² + 2t² + t²(z + 1/z). Try a product with r = e^(−h), h > 0:

t² e^h (1 + rz)(1 + r/z) = t² e^h (1 + r²) + t² e^h r (z + 1/z) = 2t² cosh h + t²(z + 1/z).

This equals E² if 2t² cosh h = D² + 2t². Since cosh h − 1 = 2 sinh²(h/2), the condition reads 4t² sinh²(h/2) = D², or

h = 2 asinh(D/2t),  E² = t² e^h (1 + rz)(1 + r/z).   (2)

The product shows all zeros of E²: z = −r and z = −1/r, that is k = π ± ih modulo 2π. At k* = π + ih, sin k* = −sin(ih) = −i sinh h, so d(E²)/dk = −2t² sin k = 2it² sinh h ≠ 0 and

E² ≈ 2it² sinh h · (k − k*).   (3)

One turn round k* adds 2π to the phase of E² and π to that of E, so +E becomes −E: the two bands are two sheets of one function, joined at a square-root branch point. The identity H² = E²·1 is algebraic and survives for complex k, so H(k*)² = 0 while H(k*) ≠ 0, its diagonal being ±D. A nonzero matrix with zero square cannot be diagonalized, so the two eigenvectors merge there. Physically, E = 0 at z = −r is a solution of the chain equations at midgap energy whose amplitude goes as (−r)^j: 1/h is the decay length, in cells, of the midgap evanescent wave.

For r < |z| < 1/r both |rz| and |r/z| are below 1, both factors have positive real part, and their principal roots are analytic. On |z| = 1 the factors are complex conjugates, so the product of roots is positive. Thus

E = t e^(h/2) √(1 + rz) √(1 + r/z)

is the physical band, analytic for |Im k| < h.

Check on small D. Near k = π, cos(k/2) ≈ −(k−π)/2 and E² ≈ D² + t²(k−π)², which vanishes at k − π = ±iD/t; and 2 asinh(D/2t) ≈ D/t. As D → 0 the two branch points pinch the real axis and leave the kink of Entry 2. For D ≫ t, sinh(h/2) ≈ e^(h/2)/2 gives e^(h/2) ≈ D/t, so the rate grows as the logarithm 2 ln(D/t). For three parameter sets the program finds the roots of z·det H numerically, and tests (2), H(k*)² = 0, the band swap round k* and its absence on a loop that misses k*.

**Entry 5. An exact series for c_n**

Let √(1+w) = Σ b_m w^m for |w| < 1, with b_0 = 1 and b_{m+1}/b_m = (½ − m)/(m+1). So b_1 = ½, the sign of b_m is (−1)^(m−1) for m ≥ 1, and |b_m| decreases. Both series converge absolutely on |z| = 1 and may be multiplied. The power z^n comes from (rz)^(n+m) times (r/z)^m; with x = r²,

c_n = t e^(h/2) r^n Σ_{m≥0} b_{n+m} b_m x^m.

Applying the recursion m times,

b_{n+m}/b_n = Π_{j=0}^{m−1} (½ − n − j)/(n+j+1) = (−1)^m ρ_{nm},
ρ_{nm} = Π_{j=0}^{m−1} (1 − a_j), a_j = 3/[2(n+1+j)],

because (n+j−½)/(n+j+1) = 1 − (3/2)/(n+j+1). For n ≥ 1, 0 < a_j ≤ ¾, so 0 < ρ < 1. Since (−1)^m b_m = −|b_m| for m ≥ 1,

c_n = t e^(h/2) b_n r^n S_n,  S_n = 1 − Σ_{m≥1} |b_m| ρ_{nm} x^m.   (4)

With ρ replaced by 1 the sum would be √(1−x) = 1 − Σ|b_m| x^m. Hence √(1−x) < S_n < 1, the sign of c_n is (−1)^(n−1), and Σ|c_n| converges, which justifies (1). Each a_j falls as n grows, so ρ rises and S_n falls.

Check on D ≫ t. Directly, E ≈ D + t²(1 + cos k)/D, so c_1 ≈ t²/2D. In (4), S_1 → 1 and c_1 ≈ ½ t e^(−h/2) ≈ t²/2D. The program tests (4) against quadrature of the defining integral to a relative 10⁻¹⁰, and (1) with (4) against diagonalized rings to 10⁻¹² eV.

**Entry 6. Large n**

First S_n. Subtracting the two series,

S_n − √(1−x) = Σ_{m≥1} |b_m| (1 − ρ_{nm}) x^m.

Let s = Σ_j a_j. The step (1 − s)(1 − a) ≥ 1 − s − a gives ρ ≥ 1 − s by induction, and 1 − a ≤ e^(−a) gives ρ ≤ e^(−s) ≤ 1 − s + s²/2. Two sums are needed, obtained by applying x d/dx to Σ|b_m|x^m = 1 − √(1−x) once and twice:

M₁ = Σ m|b_m|x^m = x/(2√(1−x)),
M₂ = Σ m²|b_m|x^m = M₁ + x²/(4(1−x)^(3/2)).

From 1 − ρ ≤ s ≤ 3m/[2(n+1)] follows the bound

0 < S_n − √(1−x) ≤ 3x/[4(n+1)√(1−x)].   (5)

For the first-order term, 1/n − 1/(n+1+j) = (1+j)/[n(n+1+j)] ≤ (1+j)/n², and summing over j gives 0 ≤ 3m/2n − s ≤ 3m(m+1)/4n². Together with s − s²/2 ≤ 1 − ρ ≤ s and s² ≤ 9m²/4n²,

0 ≤ 3m/2n − (1 − ρ) ≤ (15m² + 6m)/8n².

Multiplying by |b_m|x^m and summing,

S_n = √(1−x) [1 + 3x/(4n(1−x)) − η_n],  0 ≤ η_n ≤ (15M₂ + 6M₁)/(8n²√(1−x)).

At fixed h, η_n = O(n⁻²). For small h, 1 − x ≈ 2h and M₂/√(1−x) ≈ 1/(16h²), so the bound on η_n is of order 1/(nh)²: the expansion parameter is then 1/(nh), not 1/n.

Next b_n. Put g_n = n^(3/2)|b_n|. With |b_{n+1}|/|b_n| = (n−½)/(n+1) and u = 1/n,

g_{n+1}/g_n = √(1+u)(1 − u/2) = (1 + u/2 − u²/8)(1 − u/2) + O(u³) = 1 − 3u²/8 + O(u³).

The logarithms are summable, so g_n has a limit g_∞, and Σ_{m≥n} 1/m² = 1/n + O(n⁻²) gives ln g_∞ − ln g_n = −3/8n + O(n⁻²), or g_n = g_∞[1 + 3/8n + O(n⁻²)]. For the constant, the recursion gives |b_n| = (2n−3)!!/(2ⁿ n!) = w_n/(2n−1), with w_n = (2n−1)!!/(2n)!!. Let I_m = ∫₀^{π/2} sin^m φ dφ. Integration by parts gives m I_m = (m−1) I_{m−2}. Hence I_{2n} = (π/2) w_n, and m I_m I_{m−1} = (m−1) I_{m−1} I_{m−2} is constant, equal to I_1 I_0 = π/2. I_m decreases and I_m/I_{m−2} → 1, so I_m/I_{m−1} → 1 and I_{2n}² ≈ π/4n. Then w_n ≈ 1/√(πn), |b_n| ≈ 1/(2n√(πn)), and g_∞ = 1/(2√π).

Now insert both in (4). The prefactors combine as e^(h/2)√(1−x) = √(e^h − e^(−h)) = √(2 sinh h), and √(2 sinh h)/(2√π) = √(sinh h/2π). The corrections add as 3/8 + 3x/(4(1−x)) = (3/8)(1+x)/(1−x) = (3/8) coth h, the last step by multiplying above and below by e^h. Therefore

c_n = (−1)^(n−1) t √(sinh h/2π) n^(−3/2) e^(−nh) [1 + 3 coth h/8n + O(n⁻²)].   (6)

**Entry 7. The error law**

The p = 1 term of (1) is −2c_N cos θ. For the rest, R, use (4): |b_n| and S_n both decrease, so |c_{pN}| ≤ |c_N| r^((p−1)N), and the geometric sum over p ≥ 2 bounds R. With 2√(sinh h/2π) = √(2 sinh h/π),

ε_N − ε = (−1)^N cos θ · t √(2 sinh h/π) · N^(−3/2) e^(−hN) [1 + 3 coth h/8N + O(N⁻²)] + R,
|R| ≤ 2|c_N| r^N/(1 − r^N).   (7)

The decay N^(−3/2) e^(−hN) thus holds for fixed D > 0 and cos θ ≠ 0. The leading term is a good estimate when coth h/N ≪ 1, which means both N ≫ 1 and hN ≫ 1, and when |cos θ| ≫ r^N.

The sign factor has a geometric reading. Since N k_j = θ modulo 2π, (−1)^N cos θ = cos(N(k_j − π)) for any grid point. It is +1 when a point sits on k = π, the top of the filled band, −1 when π lies midway between two points, and 0 when π is a quarter spacing from a point. At θ = 0 an even grid contains π and an odd grid straddles it, which gives the alternation seen at N = 4 and 5.

Check on θ = π/2, where the leading term vanishes. The values cos(pπ/2) = 0, −1, 0, +1, … give ε_N − ε = 2c_{2N} − 2c_{4N} + …, and c_{2N} < 0, so the error is about −2|c_{2N}| with rate 2h. The reason is the symmetry E(−k) = E(k). The grids θ = π/2 and θ = −π/2 are mirror images and give equal averages; their points (4πj ± π)/2N together form the 2N grid with θ = π. The N points therefore reproduce that 2N-point average. The program tests this equality, the bounds (5) and (7), and the coefficient 3 coth h/8, which it extracts from raw grid sums at N = 301 and 602 to a relative 10⁻³.

**Entry 8. The same result from the branch cut**

Because E is even, c_n = (1/2π)∫₀^{2π} E e^(ink) dk, and e^(ink) decays upward. In the upper half plane √(1+rz) stays analytic, and the principal √(1+r/z) is cut where z lies in [−r, 0), that is along k = π + iq, q ≥ h. Lift the path to height Q: up from 0, across to the cut, down its left side, up its right side, across to 2π + iQ and down. The outer vertical pieces cancel by periodicity. On the top pieces |E| grows as t e^(Q/2) while |e^(ink)| = e^(−nQ), so they vanish as Q → ∞ for n ≥ 1. With dk = i dq and e^(ink) = (−1)^n e^(−nq),

c_n = (i(−1)^n/2π) ∫_h^∞ (E_right − E_left) e^(−nq) dq.

On the cut cos k = −cosh q, so E² = −W² with W = t√(2(cosh q − cosh h)). For the signs use (3). Just below k*, k − k* has phase −π/2 and E is positive. Passing to the right side of the cut raises that phase by π, so the phase of E rises by π/2 and E_right = +iW; passing to the left lowers it and E_left = −iW. W has no zero above k*, so the signs persist, and i·2i = −2 gives

c_n = ((−1)^(n−1)/π) ∫_h^∞ t √(2(cosh q − cosh h)) e^(−nq) dq,  n ≥ 1.   (8)

Put q = h + σ. Then cosh q − cosh h = σ sinh h [1 + (σ/2) coth h + …], so W = t√(2σ sinh h)[1 + (σ/4) coth h + …]. The integrals ∫√σ e^(−nσ) dσ = (√π/2) n^(−3/2) and ∫σ^(3/2) e^(−nσ) dσ = (3/2n) times that value give

|c_n| = (t/π)√(2 sinh h)(√π/2) n^(−3/2) e^(−nh) [1 + (3/2n)(coth h)/4 + …],

which is (6). The height of the branch point sets the rate, and the onset √σ sets the power. The power belongs to the integrand. For 1/E the jump across the cut starts as σ^(−1/2), and the same steps give n^(−1/2) e^(−nh); the program does not treat that case. With both bands full the integrand E + (−E) vanishes and there is no error.

Check on D = 0. Then W = 2t sinh(q/2), and ∫₀^∞ 2t sinh(q/2) e^(−nq) dq = t[1/(n−½) − 1/(n+½)] = t/(n² − ¼), which reproduces Entry 3. The program tests (8) for D > 0 against quadrature.

**Entry 9. Small gap: where the law fails**

Expanding both cosh functions, 2(cosh q − cosh h) = (q² − h²) + (q⁴ − h⁴)/12 + … ≥ q² − h², each term being positive for q > h. Keeping the first term gives a lower bound on |c_n|, whose relative defect inside the integral starts at (q² + h²)/24 and is small when h ≪ 1 and n ≫ 1. With q = h cosh v, a = nh and one integration by parts,

∫_h^∞ √(q²−h²) e^(−nq) dq = h² ∫₀^∞ sinh²v e^(−a cosh v) dv = (h²/a) ∫₀^∞ cosh v e^(−a cosh v) dv.

The last integral is the Bessel function K₁(a), so |c_n| ≈ t h K₁(nh)/(πn). For nh → 0 the left side tends to ∫q e^(−nq) dq = 1/n², the gapless behaviour t/πn²: such a harmonic does not resolve the rounding of the kink, whose width in k is about h.

For t = 1 eV and h = 0.02 (D = 0.0200 eV), the exact |c_n|, the K₁ form and the leading term of (6) are, in eV:

n = 10 (nh = 0.2): 3.048×10⁻³, 3.040×10⁻³, 1.461×10⁻³
n = 50 (nh = 1): 7.665×10⁻⁵, 7.664×10⁻⁵, 5.871×10⁻⁵
n = 250 (nh = 5): 1.0300×10⁻⁷, 1.0300×10⁻⁷, 0.9617×10⁻⁷

The leading term is 48%, 77% and 93% of the exact value. At nh = 5 the exact value exceeds the leading term by 7.1% of the latter, near 3/(8nh) = 7.5%. The program asserts that the ratio of exact to K₁ form exceeds 1 by less than h² + 1/n² at these three n.

**Entry 10. Worked example**

Take round model values t = 1 eV, D = 0.5 eV. Then D/2t = 0.25 and h = 2 asinh 0.25 = 0.494933 per cell, a decay length of 2.02 cells. The exponential alone gains h/ln 10 = 0.215 decades per added point. The roots of z·det H found numerically, −0.609612 and −1.640388, match −r and −1/r with r = 0.609612.

The reference value needs c_0. With φ = k/2, E = √(D²+4t²) √(1 − m sin²φ) and m = 4t²/(D²+4t²); the integrand is symmetric about φ = π/2, so

c_0 = (1/π)∫₀^π E dφ = (2/π) √(D²+4t²) 𝔼(m),  𝔼(m) = ∫₀^{π/2} √(1 − m sin²φ) dφ.

Here m = 4/4.25 = 0.941176 and 𝔼 = 1.068888, so ε = −(2/π)(2.061553)(1.068888) = −1.402836 eV. The eight-cell ring at θ = 0 gives −1.4023008828 eV against −1.4028355256 eV, an error of 5.3464×10⁻⁴ eV. The many digits serve the subtraction and nothing else.

From (4), with e^(h/2) = √1.640388 = 1.280776 and r⁸ = 1.907335×10⁻²,

c_8 = 1.280776 × (−1.309204×10⁻²) × 1.907335×10⁻² × 0.830443 = −2.65594×10⁻⁴ eV.

Here S_8 − √(1−x) = 0.830443 − 0.792700 = 0.0377, under the bound (5), 3 × 0.371627/(36 × 0.792700) = 0.0391. In (1), −2c_8 = 5.3119×10⁻⁴ eV and −2c_16 = 3.420×10⁻⁶ eV sum to 5.3461×10⁻⁴ eV, and the remaining 4×10⁻⁸ eV is the part with p ≥ 3. So R = 3.46×10⁻⁶ eV, a third of its bound 5.3119×10⁻⁴ × 0.019073/0.980927 = 1.03×10⁻⁵ eV.

The law (7) has prefactor √(2 × 0.515388/π) = 0.572806 eV, so

leading: 0.572806 × 0.044194 × 1.907335×10⁻² = 4.828×10⁻⁴ eV,
corrected: 4.828×10⁻⁴ × (1 + 0.818558/8) = 5.322×10⁻⁴ eV.

Relative to the true error these are low by 9.7% and 0.45%. At N = 32 the ratio of error to leading term is 1.02537, against 1 + 0.818558/32 = 1.02558.

The corrected value falls short of the error in magnitude at N = 4 and 8 and exceeds it at the other printed N. Two effects compete. The corrected value lies slightly above 2|c_N| where both are printed: 5.322 against 5.312×10⁻⁴ eV at N = 8, and 3.4226 against 3.4202×10⁻⁶ eV at N = 16. The p = 2 term −2c_{2N} is positive at θ = 0, so it adds to the positive error of even N and offsets the negative error of odd N, and it fades as r^N relative to the main term. At N = 4 it is −2c_8 = 5.31×10⁻⁴ eV, against a gap 1.24473×10⁻² − 1.19121×10⁻² = 5.35×10⁻⁴ eV. The closeness is partly a cancellation: the p = 3 and p = 4 terms, close to the N = 12 and N = 16 errors 3.9×10⁻⁵ and 3.4×10⁻⁶ eV, add about 4.2×10⁻⁵ eV, so the corrected value exceeds 2|c_4| by about 4×10⁻⁵ eV.

For the shifted grids at N = 8, θ = π gives −5.2780×10⁻⁴ eV. By (1) the odd p cancel in the mean of θ = 0 and θ = π, which is (5.34643 − 5.27802)/2 × 10⁻⁴ = 3.4205×10⁻⁶ eV, the N = 16 error 3.4206×10⁻⁶ eV within rounding. At θ = π/2, 2c_16 = −3.42017×10⁻⁶ eV; the next term −2c_32 is close to the N = 32 error, 4.3×10⁻¹⁰ eV, and the sum −3.41974×10⁻⁶ eV is the printed value for this grid and for N = 16 at θ = π.

As a test that assumes neither (2) nor the value 3/2, the program solves ln(error) = A − P ln N − λN + B/N for its four unknowns from high-precision grid sums at N = 100, 200, 300, 400. It finds P = 1.50008 and λ = 0.4949328, within the asserted 10⁻³ of 3/2 and 10⁻⁵ of h.

For a target of 10⁻⁶ eV at θ = 0, the error is 1.060×10⁻⁶ eV at N = 18 and −5.94×10⁻⁷ eV at N = 19, the first grid under the target, and the corrected law picks the same N. Larger grids stay under it: (7) gives |ε_N − ε| ≤ 2|c_N|/(1 − r^N), which decreases with N, and at N = 19 this bound differs from the error by a relative amount of order r¹⁹ < (r⁸)² = 3.6×10⁻⁴. On even grids at θ = 0 the gapless chain needs N ≈ √(πt/(3×10⁻⁶ eV)) = 1023.3, and the direct sum over even grids first passes at N = 1024. For odd N the sign of c_{pN} is (−1)^(p−1), and (1) with Σ(−1)^(p−1)/p² = π²/12 gives −πt/6N², so odd grids need N ≳ √(πt/(6×10⁻⁶ eV)) = 723.6, and the first odd N above that is 725; the program does not test this case.

Numbers as computed

```
t = 1.0 eV, D = 0.5 eV, gap 2D = 1.0 eV, D/2t = 0.25
h = 0.494933 per cell, 1/h = 2.0205 cells, h/ln10 = 0.2149
roots z of z det H = [-1.640388 -0.609612]
r = 0.609612, x = 0.371627, sqrt(1-x) = 0.792700
sinh h = 0.515388, coth h = 2.182821, 3coth(h)/8 = 0.818558
prefactor t sqrt(2 sinh h/pi) = 0.572806 eV
m = 0.941176, elliptic E(m) = 1.06888792
eps = -1.4028355256 eV per cell and spin
n=1: b_n=5.000000e-01 S_n=0.951087 c_n=3.712932e-01 eV
n=2: b_n=-1.250000e-01 S_n=0.900842 c_n=-5.359679e-02 eV
n=8: b_n=-1.309204e-02 S_n=0.830443 c_n=-2.655936e-04 eV
n=16: b_n=-4.514514e-03 S_n=0.812980 c_n=-1.710085e-06 eV
ring N=8, theta=0: eps_N = -1.4023008828 eV
N=8: N^(-3/2) = 0.044194, exp(-hN) = 1.907335e-02
theta=0: N, error (eV), leading (eV), corrected (eV), error/leading
  4  1.24473e-02  9.88851e-03  1.19121e-02 1.25877
  5 -4.87103e-03 -4.31339e-03 -5.01955e-03 1.12928
  8  5.34643e-04  4.82836e-04  5.32239e-04 1.10730
 12  3.87655e-05  3.62974e-05  3.87734e-05 1.06799
 16  3.42060e-06  3.25598e-06  3.42255e-06 1.05056
 18  1.05961e-06  1.01405e-06  1.06016e-06 1.04493
 19 -5.94253e-07 -5.70021e-07 -5.94579e-07 1.04251
 32  4.29409e-10  4.18784e-10  4.29496e-10 1.02537
N=8, theta=0 pi: error =  5.34643e-04 eV
N=8, theta=0.5 pi: error = -3.41974e-06 eV
N=8, theta=1 pi: error = -5.27802e-04 eV
N=16, theta=pi: error = -3.41974e-06 eV
fit to N=(100, 200, 300, 400): power = 1.50008, rate = 0.4949328 per cell
small gap: D = 0.020000 eV, h = 0.02; n, |c_n|, K1 form, n^(-3/2) law (eV)
  10 3.04848e-03 3.04048e-03 1.46077e-03
  50 7.66501e-05 7.66372e-05 5.87070e-05
 250 1.03000e-07 1.02995e-07 9.61739e-08
D=0: eps = -1.27323954 eV; N=20 error = 2.61907e-03 eV, pi t/3N^2 = 2.61799e-03 eV
target 1e-06 eV: N = 19 (gapped), even N = 1024 (D=0)
```
